# The most unstable phase of a growing step train with repulsion, part 2

Straight, parallel steps on a crystal surface advance towards $+x$ by capturing deposited adatoms. We ask which small irregularity of an evenly spaced train grows fastest. Lengths are in nm, times in s and energies in eV.

Step $n$ is at $x_n=nl+Vt+\delta x_n$, with $\delta x_n=\varepsilon\,e^{inp+st}$. Here $l$ is the uniform spacing, $V=\Omega Fl$ the train velocity, $p$ the phase difference between neighbouring steps, and $\sigma(p)=\operatorname{Re}s$ the growth rate. The terrace in front of step $n$ has width $w_n=x_{n+1}-x_n$. Diffusion is quasistatic: the adatom density $c$ takes the stationary profile for the current step positions.

$F$ is the deposition flux, $\Omega$ the area per atom, $D$ the diffusion constant, $c_0$ the equilibrium adatom density of the uniform train, and $kT$ the thermal energy. The attachment lengths $d_L$ and $d_U$ refer to entry into a step from its lower and upper terrace; a long one means slow attachment. Neighbouring steps repel with energy $g/w^2$ per unit step length.

With $u=1-\cos p$ and $\Lambda=l+d_L+d_U$, part (d) gave

$$\sigma(p)=Bu-Cu^2,\qquad 0\le u\le2 ,$$

$$B=\frac{\Omega F(d_L^2-d_U^2)}{\Lambda^2},\qquad C=\frac{24g\Omega^2Dc_0}{kT\,l^4\Lambda}.$$

From part (c), the chemical potential $\mu_n$ of step $n$, measured from its value in a uniform train, and the width changes are

$$\delta\mu_n=\frac{12g\Omega}{l^4}\,u\,\delta x_n ,$$

$$\delta w_n=(e^{ip}-1)\,\delta x_n,\qquad \delta w_{n-1}=(1-e^{-ip})\,\delta x_n .$$

Part (d) used $e^{ip}-1=-u+i\sin p$ and $1-e^{-ip}=u+i\sin p$.

Part (e) found, for $C>0$ and $0<B<4C$, the fastest phase $p^*$ and its rate $\sigma^*$:

$$1-\cos p^*=\frac{B}{2C},\qquad \sigma^*=\frac{B^2}{4C}.$$

For $B\ge4C$ the fastest phase is $p=\pi$ (pairing), with

$$\sigma(\pi)=2B-4C .$$

For $B\le0$ no phase grows. Part (e) also gave

$$\frac{d^2\sigma}{dp^2}=\cos p\,(B-2Cu)-2C\sin^2p .$$

### (f) What does the repulsion do, and which phases are unstable?

Compare the train with and without repulsion for $B>0$, and find the range of unstable phases.

**Solution.** Without repulsion $C=0$ and $\sigma=Bu$. This increases with $u$ up to $p=\pi$, where it equals $2B$. Deposition alone therefore favours the shortest possible pattern. Repulsion opposes every pattern with $p\ne0$, but its damping grows as $u^2$ while the driving term grows as $u$. Short patterns are damped most, and the maximum moves to a longer wavelength once $4C$ exceeds $B$.

With repulsion, $\sigma=u(B-Cu)$ is positive for

$$0<u<\frac BC .$$

If $B<2C$, the unstable band ends at a phase below $\pi$, given by $1-\cos p=B/C$. The selected value of $u$ is half the value at this edge. If $2C<B<4C$, every phase other than $p=0$ is unstable, yet the fastest growth is still at the interior phase $p^*$. The instability of pairing and the dominance of pairing thus have different thresholds, $B=2C$ and $B=4C$.

### (g) How many steps does one wavelength contain?

Find the number $N=2\pi/p^*$ for $0<B<4C$, its form for $B\ll C$, and its dependence on the flux.

**Solution.** Use $1-\cos p=2\sin^2(p/2)$. The selection condition becomes

$$\sin\frac{p^*}{2}=\frac12\sqrt{\frac BC},\qquad p^*=2\arcsin\left(\frac12\sqrt{\frac BC}\right).$$

For $B\ll C$ the arcsine can be replaced by its argument, so

$$p^*\simeq\sqrt{\frac BC},\qquad N\simeq2\pi\sqrt{\frac CB}.$$

The next term follows from $\arcsin z\simeq z+z^3/6$ with $z=\tfrac12\sqrt{B/C}$. It multiplies the estimate of $p^*$ by $1+B/(24C)$. Compared with the exact $p^*$, the simple formula is 4.5% too low at $B/C=1$ and 10% too low at $B/C=2$.

Dividing the two coefficients gives

$$\frac BC=\frac{F\,(d_L^2-d_U^2)\,kT\,l^4}{24\,g\,\Omega Dc_0\,\Lambda}.$$

With the other parameters fixed, $B/C$ is proportional to $F$ and inversely proportional to $g$. In the long-wave regime $N$ is then proportional to $\sqrt{g/F}$: stronger repulsion lengthens the pattern, and faster deposition shortens it. Setting $B/C=4$ gives the flux at which pairing takes over,

$$F_c=\frac{96\,g\,\Omega Dc_0\,\Lambda}{kT\,l^4(d_L^2-d_U^2)} .$$

The number $N$ describes the pattern that first emerges from small irregularities. The step equations depend only on the terrace widths, so the linear theory requires the width changes, of size $2\sin(p/2)\,|\delta x_n|$, to be small compared with $l$. For long waves this can still hold when the displacements reach $l$; for pairing, where the width change is twice the displacement, it fails much earlier. Beyond this range the linear theory no longer applies. It does not predict the size of bunches at late times.

### (h) What do these results give for a specific train?

Take these round model parameters, which do not represent a particular material: $l=10$ nm, $d_L=5$ nm, $d_U=1$ nm, $\Omega=0.1\ \mathrm{nm^2}$, $F=1\ \mathrm{nm^{-2}\,s^{-1}}$, $D=10^7\ \mathrm{nm^2/s}$, $c_0=3\times10^{-4}\ \mathrm{nm^{-2}}$, $g=0.5$ eV nm and $T=800$ K. Find the selected phase and its growth time. Then find what happens at $F=20\ \mathrm{nm^{-2}\,s^{-1}}$ with the other parameters unchanged.

**Solution.** The layer rate is $\Omega F=0.1\ \mathrm{s^{-1}}$, the step velocity is $V=1$ nm/s, and $\Lambda=16$ nm. In the uniform train the share of deposited atoms that enters a step from its lower terrace is

$$\frac{d_U+l/2}{\Lambda}=\frac{1+5}{16}=0.375,$$

and the remaining share, 0.625, enters from the upper terrace. The deposition coefficient is

$$B=0.1\times\frac{25-1}{16^2}\ \mathrm{s^{-1}}=0.009375\ \mathrm{s^{-1}} .$$

With $kT=0.06894$ eV and $Dc_0=3000\ \mathrm{s^{-1}}$, the repulsion coefficient is

$$C=\frac{24\times0.5\times0.1^2\times3000}{0.06894\times10^4\times16}\ \mathrm{s^{-1}}=0.03264\ \mathrm{s^{-1}} .$$

Thus $B/C=0.2872$, which lies between 0 and 4, and the selected phase follows from

$$u^*=1-\cos p^*=\frac{0.2872}{2}=0.1436,\qquad p^*=0.543\ \mathrm{rad}=31.1^\circ .$$

One wavelength contains $N=2\pi/0.543\simeq11.6$ steps and is about 116 nm long. The long-wave formula gives $p^*\simeq0.536$ rad and $N\simeq11.7$, close to the full result. The unstable band ends at $44.5^\circ$. Pairing is strongly damped, with $\sigma(\pi)=-0.112\ \mathrm{s^{-1}}$.

The largest growth rate is

$$\sigma^*=\frac{(0.009375)^2}{4\times0.03264}\ \mathrm{s^{-1}}=6.73\times10^{-4}\ \mathrm{s^{-1}} .$$

The amplitude grows by a factor $e$ in 1485 s, during which about 149 layers are deposited. To see why the instability is so slow compared with the deposition of a layer, insert $u^*=B/(2C)$ into $\sigma^*=B^2/(4C)$ and divide by the layer rate:

$$\frac{\sigma^*}{\Omega F}=\frac12\cdot\frac{B}{\Omega F}\cdot u^*=\frac12\times0.09375\times0.1436=0.00673 .$$

Three factors are at work. Repulsion cancels half of the driving term $Bu^*$, since $Cu^{*2}=Bu^*/2$. The coefficient $B$ is less than a tenth of $\Omega F$, because the responses of the two fluxes to a change of terrace width nearly balance. Finally, $u^*$ is small. By part (d), the width changes in front of and behind a step are $(-u+i\sin p)\,\delta x_n$ and $(u+i\sin p)\,\delta x_n$. Only the parts $\mp u\,\delta x_n$, in phase with the displacement, change its amplitude, and at $p^*$ they are only 0.14 of the displacement. The parts with $i\sin p$ merely move the pattern.

These predictions were tested on a ring of 360 steps, where the allowed phases are $1^\circ$ apart. Diagonalising the linearised equations gives the fastest growth at $31^\circ$, the allowed phase nearest to $p^*$. With the repulsion removed, the leading phase is $180^\circ$ and its rate is $0.01875\ \mathrm{s^{-1}}=2B$. With $d_L$ and $d_U$ exchanged, a 60-step ring has no growing mode, either with or without repulsion.

*Selection in time.* On a ring of 60 steps the allowed phases are $p_m=2\pi m/60$, or $6^\circ$ times the integer $m$. Displace one step by $\kappa=10^{-6}$ nm, so that $\delta x_0=\kappa$ and all other displacements are zero. The Fourier amplitude is

$$\sum_{n=0}^{59}\delta x_n\,e^{-inp_m}=\kappa$$

for every $m$. All phases start with equal amplitude, and any later difference comes from their growth rates. The nonlinear step equations were integrated for 11883 s, which is eight growth times of the fastest phase. The largest amplitude is then at $m=5$, or $30^\circ$, the allowed phase nearest to $31.1^\circ$. Its measured growth rate, $6.70\times10^{-4}\ \mathrm{s^{-1}}$, agrees with the predicted one.

The selection becomes sharper with time. Near $p^*$ the second derivative from part (e) is $-2C\sin^2p^*$, so in a long train

$$\sigma(p)\simeq\sigma^*-C\sin^2p^*\,(p-p^*)^2 .$$

An initially flat spectrum develops the factor $\exp[-C\sin^2p^*\,(p-p^*)^2t]$ relative to its peak. Its width decreases as $t^{-1/2}$ while the displacements remain small. This form fails as $B$ approaches $4C$, where $\sin p^*$ vanishes; at $B=4C$ the maximum is quartic and the width decreases only as $t^{-1/4}$. The early pattern is therefore a band of phases around $p^*$, and the spacing of its bunches is not perfectly regular.

*The higher flux.* The coefficient $C$ does not contain $F$, while $B$ is proportional to it. At $F=20\ \mathrm{nm^{-2}\,s^{-1}}$, $B=0.1875\ \mathrm{s^{-1}}$ and $B/C=5.745$. The vertex condition would require $1-\cos p=2.87$, which no real phase satisfies. The fastest phase is $p=\pi$, with

$$\sigma(\pi)=2(0.1875)\ \mathrm{s^{-1}}-4(0.03264)\ \mathrm{s^{-1}}=0.244\ \mathrm{s^{-1}} .$$

Diagonalisation of the 360-step ring gives the same phase and rate, as the numerical output shows.

The formula of part (g) puts the change to pairing at $F_c=13.9\ \mathrm{nm^{-2}\,s^{-1}}$, which corresponds to 1.39 layers per second. This value was tested by diagonalising a 120-step ring on both sides of it: the leading phase is below $\pi$ at $0.9F_c$ and equal to $\pi$ at $1.1F_c$.

### (i) When does the selection rule fail?

Check the quasistatic approximation for the example, and find how two changes to the model alter the growth rate: direct exchange of atoms between steps and vapour, and repulsion between second neighbours.

**Solution.** *Quasistatic diffusion.* A moving step sweeps over adatoms already on the terrace. This adds a flux of order $Vc$ to the attachment flux, which is of order $V/\Omega$. The relative correction is of order $\Omega c$. The driving term $B$ is itself a small difference between large contributions, so the correction must be compared with $|B|/(\Omega F)$:

$$\Omega c\ll\frac{|B|}{\Omega F}.$$

In the example the largest coverage is $\Omega c=3.0\times10^{-5}$, and at the higher flux it is $3.5\times10^{-5}$. Both are far below $B/(\Omega F)=0.094$, which is the same for the two fluxes. The diffusion profile must also adjust before the steps move appreciably. Slow attachment delays this adjustment, so the attachment lengths enter as well. It takes at most a time of order $l\Lambda/D$, in which a step moves a distance of order $Vl\Lambda/D$. This is a small part of a terrace if $V\Lambda/D\ll1$, and at the lower flux the ratio is $1.6\times10^{-6}$. Because $l\Lambda/D$ is only an upper bound, this condition is sufficient for fast adjustment but not necessary: if one attachment length is very long, atoms still leave quickly through the other step. It does not replace the condition on the coverage. If $d_L$ and $d_U$ are nearly equal, $B$ may be so small that the neglected terms decide the stability.

*Exchange with the vapour.* Suppose that a step also loses atoms directly to the vapour at a rate proportional to $\mu_n$. By part (c), $\delta\mu_n$ is proportional to $u\,\delta x_n$. The growth rate then acquires a term $-C_1u$ with $C_1>0$, and

$$\sigma=(B-C_1)u-Cu^2 .$$

The selection rule keeps its form with $B$ replaced by $B-C_1$. A positive $B$ is no longer sufficient for bunching, because it must exceed $C_1$.

*Second neighbours.* Add the energy $g/(x_{n+2}-x_n)^2$ for each pair of second neighbours. The calculation of part (c) applies with $l$ replaced by $2l$ and $p$ by $2p$. The additional chemical potential is

$$\frac{12g\Omega}{(2l)^4}(1-\cos2p)\,\delta x_n .$$

Since $1-\cos2p=2\sin^2p=2u(2-u)$, this equals

$$\frac{12g\Omega}{l^4}\,u\,\frac{2-u}{8}\,\delta x_n ,$$

and the growth rate becomes

$$\sigma=Bu-Cu^2\left(1+\frac{2-u}{8}\right).$$

It now contains a cubic term in $u$, and the maximum is in general no longer at $B/(2C)$. For long waves, $u\ll1$, the bracket tends to $5/4$. The original rule then holds approximately with $C$ increased by a quarter. At $p=\pi$ the bracket equals one, because second neighbours are displaced equally and their distance does not change.

The rule $1-\cos p^*=B/(2C)$ thus belongs to straight, impermeable steps with nearest-neighbour repulsion, no desorption and no island nucleation, in the regime $0<B<4C$, for quasistatic diffusion with $\Omega c\ll B/(\Omega F)$, and for small changes of the terrace widths. Displacements that vary along a step are outside this one-dimensional description and need a separate stability analysis.

## Numbers as computed

```
terrace width l = 10.0 nm
attachment length dL (from lower terrace) = 5.0 nm
attachment length dU (from upper terrace) = 1.0 nm
l + dL + dU = 16.0 nm
area per atom Omega = 0.10 nm^2
flux F = 1.00 nm^-2 s^-1
layer rate Omega*F = 0.100 s^-1
diffusion constant D = 1.00e+07 nm^2/s
equilibrium density c0 = 3.00e-04 nm^-2
repulsion strength g = 0.50 eV nm
temperature T = 800 K
kT = 0.06894 eV
uniform step velocity V = 1.000 nm/s
share of atoms entering from lower terrace = 0.3750
share of atoms entering from upper terrace = 0.6250
B = 0.009375 s^-1
C = 0.032638 s^-1
B/(Omega*F) = 0.09375
B/C = 0.2872
selected 1 - cos p = B/(2C) = 0.1436
selected phase p* = 0.5426 rad = 31.09 deg
steps per wavelength = 11.58
wavelength = 115.8 nm
largest growth rate = 6.7323e-04 s^-1
e-folding time = 1485 s
layers grown per e-folding = 148.5
edge of unstable band = 44.54 deg
growth rate at p = pi = -0.11180 s^-1
long-wave phase sqrt(B/C) = 0.5360 rad
long-wave steps per wavelength = 11.72
360-step ring: leading phase = 31.00 deg
360-step ring: leading rate = 6.7321e-04 s^-1
no repulsion: leading phase = 180.00 deg
no repulsion: leading rate = 0.01875 s^-1
60-step run: duration = 11883 s
60-step run: initial kick = 1.0e-06 nm
60-step run: winning wave number = 5
60-step run: winning phase = 30.0 deg
60-step run: measured rate = 6.7019e-04 s^-1
60-step run: predicted rate = 6.7019e-04 s^-1
pairing sets in at F = 13.93 nm^-2 s^-1
pairing sets in at Omega*F = 1.393 s^-1
high flux F = 20.0 nm^-2 s^-1
high flux: B = 0.18750 s^-1
high flux: B/C = 5.745
high flux: leading phase = 180.00 deg
high flux: leading rate = 0.24445 s^-1
largest coverage Omega*c = 3.03e-05
high flux: largest coverage = 3.52e-05
Peclet number V*l/D = 1.0e-06
```
